# Momentum scattering and Rashba spin relaxation in a single-mode wire

## Question

I am designing a spin device around a semiconductor wire with one occupied transverse mode, linear Rashba coupling and no magnetic field. Spins enter polarized along \(z\), and I want them to arrive at a detector turned by half a revolution.

The wire is disordered. Each backscattering event reverses the electron's momentum and with it the Rashba field, so I expected D'yakonov-Perel relaxation at a rate of about \(\Omega^2\tau\), where \(\Omega\) is the precession rate and \(\tau\) the momentum relaxation time. A colleague says that in one dimension the rotation depends only on net displacement, so there is no such relaxation. Who is right, and what happens for these numbers?

- effective mass \(0.025\,m_e\), Rashba coefficient \(\alpha=10\) meV nm
- Fermi energy 8 meV, subband spacing 15 meV
- mobility 10000 cm²/Vs, temperature 4.2 K

## Answer

Your colleague is right about the rotation of each electron, but the conclusion needs a restriction. Spin sorted by displacement is not relaxed by the collisions. A spatially uniform \(z\) polarization does decay, at roughly the rate you expected, provided the motion is diffusive, which in one dimension needs phase breaking. Your device, with a small injector and a small detector, measures the first quantity.

### Why the rotation follows displacement

Put the wire along \(x\), with \(k=-i\,\partial/\partial x\) and

\[
H=\frac{\hbar^2k^2}{2m}-\alpha k\sigma_y+V(x,t).
\]

Here \(\alpha\) is constant in space and time, and \(V\), which contains the disorder and any driving, does not act on spin. Define \(q=2m\alpha/\hbar^2\). Since \(\sigma_y^2=1\),

\[
\frac{\hbar^2}{2m}\left(k-\frac{q\sigma_y}{2}\right)^2
=\frac{\hbar^2k^2}{2m}-\alpha k\sigma_y+E_{so},
\qquad E_{so}=\frac{m\alpha^2}{2\hbar^2}.
\]

The Hamiltonian is therefore this square, minus \(E_{so}\), plus \(V\). Now write \(\psi=U\varphi\) with \(U(x)=e^{iqx\sigma_y/2}\). Differentiating the product gives

\[
kU\varphi=U\left(k+\frac{q\sigma_y}{2}\right)\varphi
\quad\Rightarrow\quad
\left(k-\frac{q\sigma_y}{2}\right)U\varphi=Uk\varphi .
\]

Applying this twice, and using the fact that \(V\) commutes with \(U\), we get

\[
U^\dagger HU=\frac{\hbar^2k^2}{2m}+V(x,t)-E_{so}.
\]

No spin operator is left. Because \(U\) does not depend on time, \(\varphi\) obeys the Schrödinger equation with this Hamiltonian, whose propagator \(K_0\) is spinless. Returning to \(\psi\),

\[
K(x,x';t)=U(x)\,K_0(x,x';t)\,U^\dagger(x')
=K_0(x,x';t)\,e^{iq\Delta x\,\sigma_y/2},\qquad \Delta x=x-x'.
\]

Collisions affect \(K_0\), not the spin factor. Acting on an up spin, that factor gives the spinor \((\cos\frac{q\Delta x}{2},\,-\sin\frac{q\Delta x}{2})\), so

\[
\langle\sigma_z\rangle=\cos q\Delta x,\qquad
\langle\sigma_x\rangle=-\sin q\Delta x .
\]

An electron that turns back unwinds the rotation it had acquired.

The same holds for coherent scattering. If the spinless problem has transmission and reflection amplitudes \(t_0\) and \(r_0\), multiplying its wave by \(U(x)\) gives the spin matrices \(t_0U(L)\) for transmission from \(0\) to \(L\), and \(r_0\) times the identity for reflection back to \(0\).

I tested this by matching the two-component waves directly, without using \(U\), for 30 random potentials, each at an energy within \(\pm2k_BT\) of the Fermi energy, with steps between −10 and +10 meV. The transmission ranged from 0.0015 to 0.9251, yet spins injected up all left a half-turn wire with \(\langle\sigma_z\rangle=-1.000000\). Adding a Zeeman term \((\Delta_Z/2)\sigma_z\) with \(\Delta_Z=1\) meV (about 1.7 T for \(|g|=10\)) to the same wires spread the exit values from −0.926 to 0.978. The absence of a magnetic field is a real condition.

### What is conserved, and what decays

Since \(\sigma_z\) commutes with \(U^\dagger HU\), the operator \(U\sigma_zU^\dagger\) is conserved. The anticommutation of \(\sigma_z\) with \(\sigma_y\) gives \(\sigma_zU^\dagger=U\sigma_z\), hence

\[
U\sigma_zU^\dagger=U^2\sigma_z
=(\cos qx+i\sigma_y\sin qx)\sigma_z
=\sigma_z\cos qx-\sigma_x\sin qx .
\]

This is a spin helix. In a simulated wave packet driven by a moving potential for 1 ps, its expectation value stayed at 0.925426 while the total \(\langle\sigma_z\rangle\) changed from 1.0000 to 0.4260, through precession and the spread of displacements together. The total \(\sigma_y\) is also conserved, because \(\sigma_y\) commutes with \(H\).

For the uniform polarization, take a classical walk at fixed speed \(v\). The velocity operator is \(\hbar(k-q\sigma_y/2)/m\), so both spin branches at energy \(E\) have speed \(v=\hbar k_0/m\), with \(k_0=\sqrt{2m(E+E_{so})}/\hbar\). Let the direction reverse at rate \(1/(2\tau)\). Each reversal changes the sign of the velocity, so its correlation decays as \(e^{-t/\tau}\), and \(D=\int_0^\infty v^2e^{-t/\tau}dt=v^2\tau\).

Let \(s_\pm\) be the value of \(\langle\sigma_z\rangle-i\langle\sigma_x\rangle\) carried by right and left movers. For one electron this quantity is \(e^{iq\Delta x}\), so it precesses at \(\pm\Omega\), with \(\Omega=qv\):

\[
\dot s_\pm=\pm i\Omega s_\pm\mp\frac{s_+-s_-}{2\tau}.
\]

With \(G=s_++s_-\) and \(J=s_+-s_-\), the sum and difference are

\[
\dot G=i\Omega J,\qquad \dot J=i\Omega G-\frac{J}{\tau}.
\]

Differentiating the first and inserting the second gives

\[
\ddot G+\frac{\dot G}{\tau}+\Omega^2G=0,\qquad G(0)=1,\quad \dot G(0)=0,
\]

where the last condition expresses equal initial numbers of right and left movers. Trying \(e^{-\lambda t}\) yields \(\lambda^2-\lambda/\tau+\Omega^2=0\), or

\[
\lambda_{s,f}=\frac{1\mp\sqrt{1-4\Omega^2\tau^2}}{2\tau},\qquad
G=\frac{\lambda_fe^{-\lambda_st}-\lambda_se^{-\lambda_ft}}{\lambda_f-\lambda_s}.
\]

There are two regimes:

- For \(\Omega\tau\ll1\), the square root is about \(1-2\Omega^2\tau^2\), so \(\lambda_s\approx\Omega^2\tau=q^2D\). This is the D'yakonov-Perel rate.
- For \(\Omega\tau>1/2\), the roots are complex and \(G\) oscillates with an amplitude that decays as \(e^{-t/(2\tau)}\).

The decay does not contradict the displacement law. \(G\) is the average of \(\cos q\Delta x\), and it falls because different electrons have moved by different amounts. For a helix, the kinetic equations gain the transport terms \(\mp v\,\partial_xs_\pm\). Setting \(s_+=s_-\propto e^{iqx}\) makes these \(\mp iqv\,s_\pm\), which cancel the precession terms, while the exchange term vanishes. The helix does not decay.

### Your wire

With \(\hbar^2/m=3.0480\) eV nm²,

\[
q=\frac{2(0.010)}{3.0480}=0.00656\ \text{rad/nm},\qquad
L=\frac{\pi}{q}=479\ \text{nm}=0.479\ \mu\text{m}
\]

for the half turn. The other quantities follow:

- \(E_{so}=0.0164\) meV and \(k_0=0.0725\) nm⁻¹, so \(v=336\) nm/ps
- \(\tau=\mu m/e=0.142\) ps, with \(\mu\) the mobility
- \(\ell=v\tau=47.7\) nm and \(D=v^2\tau=160\) cm²/s
- \(\Omega=qv=2.20\) rad/ps and \(\Omega\tau=0.313\)

The slow rate is \(\lambda_s=0.776\) ps⁻¹, so uniform spin has a decay time of 1.29 ps. The small-angle formula \(q^2D\) gives 0.690 ps⁻¹, which is 11% below \(\lambda_s\). At 1.289 ps the full two-exponential expression gives \(G=0.4199\), and a simulated walk gives 0.4201. This exceeds \(1/e\) because the slow exponential has the prefactor \(\lambda_f/(\lambda_f-\lambda_s)>1\).

At the detector the outcome is different. Suppose the injector end reflects returning electrons without changing their spin, and the detector absorbs. Let \(T_\pm(x)\) be the mean remaining time for a right or left mover:

\[
\pm vT_\pm'\mp\frac{T_+-T_-}{2\tau}=-1 .
\]

Adding the two equations gives \(v(T_+-T_-)'=-2\). Reflection makes \(T_+=T_-\) at \(x=0\), so \(T_+-T_-=-2x/v\). Subtracting them gives

\[
(T_++T_-)'=\frac{T_+-T_-}{v\tau}=-\frac{2x}{D}.
\]

At the detector \(T_+(L)=0\), so \(T_++T_-=2L/v\) there. Integrating back to \(x=0\) and halving,

\[
T_+(0)=\frac{L}{v}+\frac{L^2}{2D}=1.43+7.15\approx8.57\ \text{ps}.
\]

A simulation of 20000 carriers gave a mean of 8.54 ps, with 5% and 95% points at about 1.9 and 22 ps (the further digits in the output are within sampling noise). Despite this spread, the polarization magnitude at the detector was 1.000000. Applying \(e^{-\lambda_st}\) to each arrival time would have predicted 0.045. That factor describes a population summed over all displacements, whereas the detector selects one displacement.

### Why this does not carry over to two dimensions

In a plane the coupling is \(\alpha(\sigma_xk_y-\sigma_yk_x)\). Straight steps of length \(a\) along \(x\) and \(y\) give \(A=c+is\sigma_y\) and \(B=c-is\sigma_x\), with \(c=\cos(qa/2)\) and \(s=\sin(qa/2)\). A closed square gives \(B^\dagger A^\dagger BA\). Here \(A^\dagger\sigma_xA\) is \(\sigma_x\) turned by \(qa\) about \(y\), so its \(\sigma_x\) part is \(\sigma_x\cos qa\). Half the trace of the loop is then

\[
\cos\frac{\Phi}{2}=c^2+s^2\cos qa=c^2+s^2(1-2s^2)=1-2s^4 .
\]

For small \(qa\), expanding both sides gives \(1-\Phi^2/8\approx1-(qa)^4/8\), so \(\Phi\approx(qa)^2\). With \(a=\ell\) the loop leaves a rotation of 5.6° at zero net displacement. The spin now depends on the path, because the rotation axes differ.

### How far a real wire departs from this

Your parameters lie in the rough regime of a gated InAs wire. For a rough band gap of 0.4 eV, and with \(\alpha\) held fixed, nonparabolicity raises \(q\) by 4.0%, which would shorten the half-turn length to about 460 nm, and over a thermal window of 1.27 meV it spreads the angle by 0.020 rad. These figures give only the size of the effect. In a narrow-gap material \(\alpha\) itself falls with energy, by an amount that can outweigh the rise in mass, so the sign of the few-percent shift depends on the energy at which \(m\) and \(\alpha\) were determined. Rashba mixing of the subbands, for harmonic confinement, lowers \(q\) by 0.22%. Two 50 nm contacts, each averaging uniformly over its length, multiply the polarization by 0.991. A 10 mT stray field along \(y\), with a rough \(|g|=10\), adds a rotation that grows with time: 0.075 rad on average, with a polarization factor of 0.998.

Two assumptions are less secure. The thermal occupation at the second subband edge is only \(4\times10^{-9}\), but the collision broadening \(\hbar/\tau=4.6\) meV is not small compared with the 7 meV from the Fermi energy to that edge. The single-mode condition is therefore marginal, and so is the classical walk, since \(k_0\ell=3.5\).

The second is phase coherence. Two coherent sections in series, with \(R_i=1-T_i\), transmit \(T_1T_2/|1-\sqrt{R_1R_2}\,e^{i\phi}|^2\). For random \(\phi\) the logarithm of the denominator averages to zero, because every term of its power series contains a factor \(e^{\pm in\phi}\) with \(n\geq1\). Thus \(\langle\ln T\rangle\) adds along the wire. With a backscattering length \(2v\tau=2\ell\), the weak-scattering estimate of the typical transmission is \(e^{-L/(2\ell)}=0.0066\). At \(k_0\ell=3.5\) this fixes only the order of magnitude, about \(10^{-2}\), and individual wires scatter widely around it. A fully coherent wire would thus usually pass little current. Localization also bounds the displacement, so in such a wire the uniform polarization levels off at a finite value instead of decaying to zero. The walk's decay and arrival times need spin-independent phase breaking. The rotation law does not.

A Dresselhaus term linear in \(k\) does not break the law in a single mode. Together with the Rashba term it has the form \(-\alpha' k\,\mathbf n\cdot\boldsymbol\sigma\) with a fixed unit vector \(\mathbf n\), and since \((\mathbf n\cdot\boldsymbol\sigma)^2=1\) the same transformation removes it. It changes the axis and the angle at a given length, and so the \(z\) component at the detector, but not the magnitude of the polarization. These estimates leave out disorder that mixes subbands, magnetic impurities, nuclear spins and spin-flip scattering. Any of these can reduce the polarization at the detector, so the value of 1 belongs to the ideal model. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Effective mass: 0.025 electron masses
Rashba coefficient: 10.0 meV nm
Fermi energy: 8.0 meV
Subband spacing: 15.0 meV
Mobility: 10000 cm2/Vs
Temperature: 4.2 K; kT: 0.362 meV
hbar^2/m: 3.0480 eV nm2
Rotation wavevector q: 0.006562 rad/nm
Half-turn wire length: 478.8 nm = 0.4788 um
Rashba energy shift: 0.0164 meV
Gauge-frame wavenumber: 0.07253 1/nm
Speed: 335.9 nm/ps
Momentum relaxation time: 0.1421 ps
Mean free path v*tau: 47.74 nm
Diffusion coefficient: 160.3 cm2/s
Precession rate: 2.2038 rad/ps; Omega*tau: 0.3132
Coherent transmission range: 0.0015 to 0.9251
Exit z polarization range: -1.000000 to -1.000000
Control exit z, 1 meV Zeeman: -0.926 to 0.978
Driven packet total z spin: 1.0000 to 0.4260
Driven packet helix: 0.925426 to 0.925426
Uniform-spin slow rate: 0.7759 1/ps; lifetime: 1.2889 ps
Small-angle rate q^2 D: 0.6903 1/ps
Uniform spin at 1.289 ps, walk: 0.4201
Uniform spin at 1.289 ps, formula: 0.4199
Mean arrival time, walk: 8.537 ps
Mean arrival time, formula: 8.574 ps
Arrival times, 5% and 95%: 1.89, 22.15 ps
Polarization magnitude at detector: 1.000000
Wrong time-decay estimate at detector: 0.0452
2D square-loop rotation, side v*tau: 5.577 degrees
Subband mixing, change of q: -0.219 %
Subband mixing, thermal angle spread: 1.01e-05 rad
Assumed rough band gap: 0.40 eV
Nonparabolicity, change of q: 4.02 %
Nonparabolicity, thermal angle spread: 0.0199 rad
Thermal window for both spreads: 1.267 meV
Occupation at second subband edge: 3.98e-09
Two contacts of 50 nm, polarization factor: 0.9911
Stray field: 10 mT; rough |g|: 10
Stray-field mean extra angle: 0.0751 rad
Stray-field polarization factor: 0.99819
Collision broadening hbar/tau: 4.63 meV
Wavenumber times mean free path: 3.46
Typical coherent transmission estimate: 0.00664
```
